\section*{Magnetic-field density functional theory by constrained search and its current-density counterpart}

\section{Equal densities, unequal currents}

Two interacting electrons in a singlet state on a ring of radius $2$ bohr, in a tangential vector potential $A=0.15$ a.u., with their density held at its zero-field form, carry an integrated current of $0.1882$ a.u. Two non-interacting electrons with the same density in the same field carry $0.1965$ a.u. In the weak-field limit the shielding of a nucleus at the centre is $16.84$ ppm for the first pair and $17.44$ ppm for the second. Density and field together therefore do not fix the current until the interaction is specified. For a given interaction, the functional of density and field contains a minimisation over the current, as derived below.

Hartree atomic units are used, with electron charge $-1$, $\mathbf B=\nabla\times\mathbf A$, and no spin Zeeman term:
\begin{equation}
H(v,\mathbf A)=\sum_i\tfrac12(\mathbf p_i+\mathbf A(\mathbf r_i))^2+W+\sum_i v(\mathbf r_i).
\end{equation}
Let $\Gamma$ be an $N$-electron density matrix with density $\rho$ and paramagnetic current
$\mathbf j(\mathbf r)=\tfrac12\sum_i\langle\mathbf p_i\delta(\mathbf r-\mathbf r_i)+\delta(\mathbf r-\mathbf r_i)\mathbf p_i\rangle$. The Grayce--Harris and Vignale--Rasolt functionals are
\begin{align}
F_{\rm GH}[\rho,\mathbf A]&=\inf_{\Gamma\to\rho}\operatorname{Tr}\Gamma H(0,\mathbf A),\\
F_{\rm VR}[\rho,\mathbf j]&=\inf_{\Gamma\to\rho,\mathbf j}\operatorname{Tr}\Gamma(T+W),
\end{align}
with $F_{\rm VR}=+\infty$ if no $\Gamma$ has the given pair. All integrals below are assumed finite. The result to be derived is
\begin{equation}
F_{\rm GH}[\rho,\mathbf A]=\tfrac12\!\int\!\rho A^2+\inf_{\mathbf j}\Big\{F_{\rm VR}[\rho,\mathbf j]+\!\int\!\mathbf j\cdot\mathbf A\Big\}. \label{main}
\end{equation}

\section{First derivation: dividing the search}

Every $\Gamma$ has some density, so the minimisation of the energy can be done first within each density and then over densities:
\begin{equation}
E[v,\mathbf A]=\inf_\Gamma\operatorname{Tr}\Gamma H(v,\mathbf A)=\inf_\rho\Big\{F_{\rm GH}[\rho,\mathbf A]+\int\rho v\Big\}. \label{gh}
\end{equation}
The potential term leaves the inner search because it depends on $\Gamma$ through $\rho$ alone. This establishes the density functional theory at fixed field. The density need not be the ground-state density of any potential.

Expanding the square without commuting $\mathbf p$ and $\mathbf A$ gives
\begin{equation}
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\tfrac12A^2 .
\end{equation}
By the definition of $\mathbf j$, the middle term summed over electrons has expectation value $\int\mathbf j\cdot\mathbf A$. Hence
\begin{equation}
\operatorname{Tr}\Gamma H(0,\mathbf A)=\operatorname{Tr}\Gamma(T+W)+\int\mathbf j\cdot\mathbf A+\tfrac12\int\rho A^2 . \label{expand}
\end{equation}
Now divide the matrices of density $\rho$ into classes of equal $\mathbf j$. The last two terms are constant within a class, and the infimum of the first is $F_{\rm VR}[\rho,\mathbf j]$. The infimum over the union of the classes is the infimum of the class infima, which is (\ref{main}).

The gauge behaviour follows from the same search. Multiplying states by $\exp(-i\sum_i\chi(\mathbf r_i))$ leaves $\rho$ unchanged, and
$(\mathbf p+\mathbf A+\nabla\chi)e^{-i\chi}=e^{-i\chi}(\mathbf p+\mathbf A)$. The map is invertible, so $F_{\rm GH}[\rho,\mathbf A+\nabla\chi]=F_{\rm GH}[\rho,\mathbf A]$. In a simply connected region $F_{\rm GH}$ thus depends on the field through $\mathbf B$. On a ring, $\chi$ must leave the phase single-valued, and the enclosed flux is a further label.

\section{Second derivation: conjugate functionals}

One can also start from energies and never divide a set of states. Define
\begin{equation}
\mathcal E[u,\mathbf A]=\inf_\Gamma\Big\{\operatorname{Tr}\Gamma(T+W)+\int\rho_\Gamma u+\int\mathbf j_\Gamma\cdot\mathbf A\Big\}.
\end{equation}
By (\ref{expand}), $E[v,\mathbf A]=\mathcal E[v+A^2/2,\mathbf A]$. As an infimum of functions affine in $(u,\mathbf A)$, $\mathcal E$ is jointly concave. Define the functionals by maximisation over potentials:
\begin{align}
G[\rho,\mathbf A]&=\sup_u\Big\{\mathcal E[u,\mathbf A]-\int\rho u\Big\},\\
F_{\rm L}[\rho,\mathbf j]&=\sup_{u,\mathbf a}\Big\{\mathcal E[u,\mathbf a]-\int\rho u-\int\mathbf j\cdot\mathbf a\Big\}.
\end{align}
With $u=v+A^2/2$,
\begin{equation}
\sup_v\Big\{E[v,\mathbf A]-\int\rho v\Big\}=G[\rho,\mathbf A]+\tfrac12\int\rho A^2,
\end{equation}
so $G$ is the field functional without its diamagnetic term. Taking the supremum over $u$ first in $F_{\rm L}$ gives
\begin{equation}
F_{\rm L}[\rho,\mathbf j]=\sup_{\mathbf a}\Big\{G[\rho,\mathbf a]-\int\mathbf j\cdot\mathbf a\Big\}. \label{inverse}
\end{equation}

$G$ is concave in $\mathbf A$. To see this, take $u_0,u_1$ within $\epsilon$ of the suprema at $\mathbf A_0,\mathbf A_1$. For $0\le t\le1$, evaluate the bracket at $(1-t)u_0+tu_1$ and $(1-t)\mathbf A_0+t\mathbf A_1$. Joint concavity puts it no lower than $(1-t)G[\rho,\mathbf A_0]+tG[\rho,\mathbf A_1]-\epsilon$, and $\epsilon$ is arbitrary.

Suppose $G$ has a supporting plane at $\mathbf A$, that is, a $\mathbf j^*$ with
$G[\rho,\mathbf a]\le G[\rho,\mathbf A]+\int\mathbf j^*\cdot(\mathbf a-\mathbf A)$ for all $\mathbf a$. Then the supremum in (\ref{inverse}) at $\mathbf j^*$ is reached at $\mathbf a=\mathbf A$:
\begin{equation}
F_{\rm L}[\rho,\mathbf j^*]+\int\mathbf j^*\cdot\mathbf A=G[\rho,\mathbf A].
\end{equation}
For any other $\mathbf j$, the choice $\mathbf a=\mathbf A$ in (\ref{inverse}) gives $F_{\rm L}[\rho,\mathbf j]+\int\mathbf j\cdot\mathbf A\ge G[\rho,\mathbf A]$. Therefore
\begin{equation}
G[\rho,\mathbf A]=\inf_{\mathbf j}\Big\{F_{\rm L}[\rho,\mathbf j]+\int\mathbf j\cdot\mathbf A\Big\},
\end{equation}
and adding $\frac12\int\rho A^2$ reproduces (\ref{main}) for the functionals defined through potentials.

\section{What each derivation assumes}

The first derivation uses no convexity, no continuity and no attained minimum. It also holds if both searches are restricted to pure states. It does not by itself recover $F_{\rm VR}$ from $F_{\rm GH}$.

The second derivation contains that inverse, equation (\ref{inverse}), but needs a supporting plane. In a finite basis, with $\rho$ obtainable from some $\Gamma$, $G$ is finite for every $\mathbf A$: that $\Gamma$ bounds it above and $u=0$ bounds it below. A finite concave function of finitely many variables has a supporting plane at every point. In infinite dimensions, upper semicontinuity of $G$ in $\mathbf A$ is the usual sufficient condition, and the infimum may then be approached without being attained.

The two kinds of functional must also be identified with each other. For any $\Gamma$ with the prescribed $\rho$ and $\mathbf j$, the definition of $\mathcal E$ gives
\begin{equation}
\operatorname{Tr}\Gamma(T+W)\ge\mathcal E[u,\mathbf a]-\int\rho u-\int\mathbf j\cdot\mathbf a,
\end{equation}
so $F_{\rm L}\le F_{\rm VR}$. Equality follows if $F_{\rm VR}$ is convex and lower semicontinuous. Mixing density matrices mixes $\rho$, $\mathbf j$ and the energy linearly, which supplies the convexity. A pure-state functional may lack it, and the supremum then returns a convex lower envelope. The same argument at fixed $\mathbf A$, with $\rho$ alone prescribed, identifies $G+\frac12\int\rho A^2$ with $F_{\rm GH}$ if $F_{\rm GH}$ is lower semicontinuous in $\rho$.

Both routes were followed numerically for the ring in a small basis, with two density harmonics prescribed. The search relations hold for such a list of observables provided it includes the one coupled to $A$. Maximising over potentials and minimising over the current both give $0.43151$ hartree. The minimising integrated current is $-0.1048$ a.u., so with $N=2$
\begin{equation}
0.42473+\big[0.15(-0.1048)+\tfrac12\,2\,(0.15)^2\big]=0.43151\ \text{hartree}.
\end{equation}
Direct searches for the current functional agree with their lower bounds from potentials to within $10^{-5}$ hartree in the three cases examined.

\section{Current, stiffness and shielding}

Where the minimiser in (\ref{main}) varies regularly, its own variation does not contribute to the first derivative. Hence
\begin{equation}
\frac{\delta F_{\rm GH}}{\delta\mathbf A}=\mathbf j^*+\rho\mathbf A, \label{current}
\end{equation}
the physical current in the sign convention of particle flow. At a degeneracy there may be several supporting planes and no unique derivative.

For a uniform tangential $A$ on a ring, only $c=\int j\,dx$ couples to the field. Let $f(c)$ be the minimum of $F_{\rm VR}$ at fixed $\rho$ and $c$. Time reversal makes $f$ even. If $f$ is also twice differentiable at $c=0$, then $f=f_0+\frac12\kappa c^2$ to second order. (For a uniform density $f$ has instead a kink proportional to $|c|$; the minimiser stays at $c=0$ for small $A$, which corresponds to $1/\kappa=0$ below.) Minimising $f+Ac$ gives $c=-A/\kappa$ and
\begin{equation}
F_{\rm GH}=f_0+\tfrac12DA^2,\qquad D=N-\frac1\kappa . \label{stiff}
\end{equation}
The first term of $D$ is diamagnetic; the second is the paramagnetic reduction.

A nuclear moment $m$ and an external field $B$ along the axis contribute $A=BR/2+\alpha^2m/R^2$ at the ring. The total energy contains $-mB(1-\sigma)$. The part $-mB$ is the direct coupling of the moment to the external field and is not included in the electronic energy $E$, so
\begin{equation}
\sigma=\frac{\partial^2E}{\partial B\,\partial m}=\frac R2\,\frac{\alpha^2}{R^2}\,D=\frac{\alpha^2}{2R}D . \label{sigma}
\end{equation}
Here $D$ may be taken at fixed density. By (\ref{gh}), $\partial E/\partial m$ equals $\partial F_{\rm GH}/\partial m$ at the minimising density. Its derivative with respect to $B$ has one extra term, proportional to $\partial\rho/\partial B$, and this vanishes at zero field for a nondegenerate time-reversal-symmetric state. The density changes at order $A^2$, and the energy is stationary at the true density. Freezing the density therefore costs energy at order $A^4$. Numerically this cost grows by a factor $16.2$ when $A$ doubles from $0.02$, close to $2^4$.

\section{The Kohn--Sham division}

Let $T_s$ denote the corresponding functionals with $W=0$, and let $E_{\rm Hxc}=F-T_s$ in each theory. Let $\mathbf j^*$ and $\mathbf j_s$ be the minimising currents with and without interaction. Write $K[\mathbf j]=\int\mathbf j\cdot\mathbf A+\frac12\int\rho A^2$. Then
\begin{align}
F_{\rm GH}&=F_{\rm VR}[\rho,\mathbf j^*]+K[\mathbf j^*], & T_s^{\rm GH}&\le T_s^{\rm VR}[\rho,\mathbf j^*]+K[\mathbf j^*],\\
F_{\rm GH}&\le F_{\rm VR}[\rho,\mathbf j_s]+K[\mathbf j_s], & T_s^{\rm GH}&=T_s^{\rm VR}[\rho,\mathbf j_s]+K[\mathbf j_s].
\end{align}
Subtracting within each line cancels $K$ and gives
\begin{equation}
E_{\rm Hxc}^{\rm VR}[\rho,\mathbf j^*]\le E_{\rm Hxc}^{\rm GH}[\rho,\mathbf A]\le E_{\rm Hxc}^{\rm VR}[\rho,\mathbf j_s].
\end{equation}
In the small basis the three values are $0.39424$, $0.39472$ and $0.39496$ hartree. In this example, inserting either minimising current into the Vignale--Rasolt functional does not give the Grayce--Harris value.

\section{The singlet pair on a ring}

For two electrons in the orbital $\sqrt{\rho/2}\,e^{iS}$ the kinetic energy is
\begin{equation}
\int\frac{\rho'^2}{8\rho}dx+\tfrac12\int\rho\,(S'+A)^2dx .
\end{equation}
Set $\Phi=AL$, $L=2\pi R$, $I=\oint dx/\rho$ and $w=S'+A$. For zero winding of $S$, $\oint w\,dx=\Phi$. The Cauchy--Schwarz inequality $\Phi^2\le I\oint\rho w^2dx$ is saturated by $w=J/\rho$ with $J=\Phi/I$. For $|\Phi|<\pi$ this suggests
\begin{equation}
T_s^{\rm GH}[\rho,A]=\int\frac{\rho'^2}{8\rho}dx+\frac{\Phi^2}{2I}. \label{ts}
\end{equation}

It remains to show that no mixed state lies lower. Take $\Phi>0$ and smooth $\rho>0$. After removal of $A$ by a phase, the orbital is proportional to $\psi=\sqrt\rho\,e^{i\theta}$, with $\theta'=J/\rho$. It solves $-\frac12\psi''+v_s\psi=\varepsilon\psi$ for the real potential $v_s=\varepsilon+(\sqrt\rho)''/(2\sqrt\rho)-J^2/(2\rho^2)$, because $(\rho\theta')'=0$. Let $\theta$ run from $-\Phi/2$ to $\Phi/2$ over one circuit. The real solution $g=\sqrt\rho\cos\theta$ is then positive. Write any trial orbital with the same twist, $q(L)=e^{i\Phi}q(0)$, as $q=gh$. Integration by parts gives
\begin{equation}
\int\Big[\tfrac12|q'|^2+(v_s-\varepsilon)|q|^2\Big]dx=\tfrac12\int g^2|h'|^2dx+\tfrac12\Big[\frac{g'}g|q|^2\Big]_0^L .
\end{equation}
With $\tau=\tan(\Phi/2)$, the boundary term is $-J\tau|q(0)|^2/\rho(0)$. For the integral, use $\int dx/g^2=2\tau/J$ and $|h(L)-h(0)|^2=4\tau^2|q(0)|^2/\rho(0)$. Cauchy--Schwarz bounds it below by $+J\tau|q(0)|^2/\rho(0)$. The sum is non-negative, so $\varepsilon$ is the lowest level. The pair minimises the energy in $v_s$ over all two-electron $\Gamma$; subtracting the common $\int\rho v_s$ proves (\ref{ts}). Negative flux follows by time reversal.

For the interacting pair, start from a minimiser at $A=0$, averaged with its time reverse so that $j=0$. Multiply it by $\exp(i\sum_iS(x_i))$ with $S'=\Phi/(\rho I)-A$. Since $\oint S'dx=0$, the factor is single-valued, and the energy rises by $\frac12\int\rho(\Phi/\rho I)^2dx=\Phi^2/(2I)$. Hence
\begin{equation}
F_{\rm GH}[\rho,A]-F_{\rm GH}[\rho,0]\le\frac{\Phi^2}{2I},\qquad D\le D_s=\frac{L^2}{I}. \label{bound}
\end{equation}
This accounts for the ordering of the two shieldings at the start. The interacting state may lower its energy further by changing its correlated motion, which a common phase factor cannot describe. The Hartree energy is fixed by $\rho$, so the field dependence of $E_{\rm xc}$ cannot raise $\sigma$ in this system.

If $\rho$ is uniform, $I=L^2/N$ and $D_s=N$. With no external potential, the interaction conserves total momentum. A nondegenerate zero-momentum ground state then stays the ground state for small $A$, so $D=N$ too and the correction vanishes. In the opposite limit, $\rho\to0$ at a point such that $I\to\infty$, $D_s$ tends to zero.

For the numbers, the density is that of the zero-field ground state in the external potential $0.2\cos\phi$ hartree, with the Coulomb repulsion softened over $1$ bohr. Six density harmonics are held fixed as $A$ is turned on, so at $A=0.15$ the potential is readjusted; the ground state in the unchanged potential has a different density and carries about $0.139$ a.u., not $0.1882$. Only singlet states are searched. At $A=0.15$ the lowest triplet in the readjusted potential lies $0.018$ hartree above the singlet, but at $A=0.2$ it lies below, and singlet values then no longer give $F_{\rm GH}$. The density varies between $0.042$ and $0.263$ bohr$^{-1}$, and $I=120.54$ bohr$^2$. With $L=12.566$ bohr,
\begin{align}
D_s&=\frac{(12.566)^2}{120.54}=1.310, & D&=2-\frac1{1.3601}=1.265,\\
\sigma_s&=13.313\times1.310=17.44, & \sigma&=13.313\times1.265=16.84,
\end{align}
with shieldings in ppm and $\alpha^2/(2R)=13.313$ ppm. The total consists of $26.63$ ppm diamagnetic and $-9.79$ ppm paramagnetic shielding. Omitting the field dependence of $E_{\rm xc}$ at this density raises it by $0.60$ ppm, or $3.6$ per cent of the total. A finite-difference mixed derivative in $B$ and $m$, each step contributing $0.005$ a.u. to $A$, gives $16.83$ ppm; the difference from $16.84$ is step error and shrinks as the square of the step.

At $A=0.15$ the two currents differ by $0.0083$ a.u. The linear part is $(D_s-D)A=0.0068$ a.u.; the remaining $0.0015$ a.u. comes from higher orders in the interacting functional, since (\ref{ts}) is quadratic.

The interacting current also shows the limit of a single-orbital description. A stationary physical current is uniform on the ring. Call its interacting value $J_{\rm int}$, so that $j^*=J_{\rm int}-\rho A$ and
\begin{equation}
\oint\frac{j^*}\rho dx=J_{\rm int}I-\Phi=\frac{0.1882}{12.566}\,120.54-1.885=-0.08 .
\end{equation}
One doubly occupied orbital requires $2\pi$ times an integer. It can reproduce this density, but not this density and paramagnetic current together. The interacting ground state has both and is itself pure, so the obstacle lies in using one orbital, not in using a pure state. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
MODEL
ring radius                          2.0 bohr
potential amplitude                  0.2 hartree
softening length                     1.0 bohr
uniform vector potential A           0.15 a.u.
flux A*R                             0.30 flux quanta
SMALL BASIS (m = -2..2, two density harmonics)
F_GH, maximised over potentials      0.4315078 hartree
F_GH, minimised over current         0.4315078 hartree
minimising integrated j_p, scan      -0.1048 a.u.
integrated j_p, interacting state    -0.104798 a.u.
integrated j_p, non-interacting      -0.103761 a.u.
F_VR at interacting current          0.4247275 hartree
j_p.A plus rho A^2/2                 0.0067803 hartree
largest search-minus-dual gap        8.5e-14 hartree
E_Hxc(VR) at interacting current     0.3942353 hartree
E_Hxc(GH)                            0.3947205 hartree
E_Hxc(VR) at non-interacting current 0.3949615 hartree
LARGER BASIS (m = -6..6, six density harmonics)
ground energy at A = 0               0.268314 hartree
density minimum                      0.04217 bohr^-1
density maximum                      0.26314 bohr^-1
integral of dx/rho                   120.5380 bohr^2
F_GH at A = 0                        0.419488 hartree
F_GH at A                            0.433665 hartree
T_s at A = 0, numerical              0.022590 hartree
T_s at A = 0, closed form            0.022590 hartree
T_s rise with A, numerical           0.014738 hartree
T_s rise with A, closed form         0.014738 hartree
gauge-shift error in F_GH            -5.0e-08 hartree
integrated physical current          0.188236 a.u.
same, from dF_GH/dA                  0.188236 a.u.
same, Kohn-Sham state                0.196511 a.u.
D at fixed density                   1.264764
D at fixed potential                 1.264766
D from sum over states               1.264764
D from current stiffness             1.264764
current stiffness                    1.36011 a.u.
D of Kohn-Sham kinetic part          1.310074
D of field-dependent E_xc            -0.045310
change of D, basis m = -7..7         -9.7e-06
fixed-rho minus fixed-v energy at A  1.691e-03 hartree
its ratio on doubling A from 0.02    16.163
SHIELDING OF THE CENTRAL NUCLEUS
alpha^2/(2R)                         13.3128 ppm
diamagnetic term                     26.6257 ppm
paramagnetic term                    -9.7881 ppm
total                                16.8376 ppm
total, mixed B-m derivative          16.8300 ppm
Kohn-Sham kinetic part               17.4408 ppm
field-dependent E_xc part            -0.6032 ppm
\end{verbatim}
